# Why Plating Pulses Can Exceed the Limiting Current but Averages Cannot

A plating pulse can draw more current than diffusion could sustain in a steady state, because it consumes metal ions already stored next to the cathode. Those ions must be replaced before the next pulse can do the same. In a repeating cycle the store therefore contributes nothing to the average, which is left to diffusion across the layer. For a stagnant layer of fixed thickness this gives

$$
\langle j\rangle=j_L\left(1-\frac{\langle c(0,t)\rangle}{c_b}\right)\le j_L ,
$$

where $j$ is the deposition current density, $j_L$ its steady limit, $c(0,t)$ the ion concentration at the cathode and $c_b$ that in the bulk. Angle brackets denote an average over one period. For rectangular current pulses that are on for a fraction $\theta<1$ of the period, the largest repeatable pulse current obeys

$$
j_L<j_{\max}<\frac{j_L}{\theta}.
$$

The left inequality says that a pulse can exceed the limit. The right one says that its average, $\theta j_{\max}$, cannot.

## The layer and its steady limit

Let the cathode be the plane $x=0$, and let the stirred bulk begin at $x=\delta$. Between them the ions, of charge number $z$, move by diffusion alone:

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(\delta,t)=c_b .
$$

The diffusion coefficient $D$ and the thickness $\delta$ are constant. A large excess of inert salt is assumed to carry the ionic current in the solution, so that migration of the metal ions can be neglected. The current $j$ counts metal deposition and leaves out side reactions and the charging of the double layer.

Charge is counted in elementary charges, so each ion carries charge $z$. Ions reach the cathode by moving towards smaller $x$, down a positive concentration gradient. With deposition counted as positive,

$$
j(t)=zD\left.\frac{\partial c}{\partial x}\right|_{x=0}.
$$

In a steady state $\partial^2c/\partial x^2=0$, so the profile is a straight line with slope $[c_b-c(0)]/\delta$. The concentration cannot be negative, and the slope is therefore largest when $c(0)=0$:

$$
j_L=\frac{zDc_b}{\delta}.
$$

This argument limits a steady gradient. It does not limit the gradient at the surface while the profile is changing.

## A balance for the stored ions

To separate supply from storage, define the weighted content of the layer

$$
M(t)=\int_0^\delta\left(1-\frac{x}{\delta}\right)c(x,t)\,dx .
$$

The weight vanishes at $x=\delta$, which removes the unknown flux entering from the bulk. Differentiating, inserting the diffusion equation and integrating by parts gives

$$
\begin{aligned}
\frac{dM}{dt}
&=D\left[\left(1-\frac{x}{\delta}\right)\frac{\partial c}{\partial x}\right]_0^\delta
+\frac{D}{\delta}\int_0^\delta\frac{\partial c}{\partial x}\,dx\\
&=-D\left.\frac{\partial c}{\partial x}\right|_0
+\frac{D}{\delta}\left[c_b-c(0,t)\right].
\end{aligned}
$$

The second term in the first line is positive because the derivative of the weight is $-1/\delta$ and integration by parts supplies another minus sign. Multiplication by $z$ yields

$$
z\frac{dM}{dt}=j_{\rm sup}(t)-j(t),\qquad
j_{\rm sup}(t)=j_L\left(1-\frac{c(0,t)}{c_b}\right).
$$

Here $j_{\rm sup}$ is the current that a straight profile with the present surface concentration would carry. It is the supply term belonging to the weighted store $M$, and at a given instant it need not equal the flux of ions entering from the bulk. Since $c(0,t)\ge0$, the supply $j_{\rm sup}$ never exceeds $j_L$. The current $j$ can do so, but then $dM/dt<0$: the excess is paid for by draining the store.

In a periodic state $M$ has the same value at the start and end of each period, so $\langle dM/dt\rangle=0$ and

$$
\langle j\rangle=\langle j_{\rm sup}\rangle
=j_L\left(1-\frac{\langle c(0,t)\rangle}{c_b}\right).
$$

No pulse shape was assumed. The law also covers waveforms that briefly reverse the current and dissolve metal, with dissolution counted as negative.

Equality with $j_L$ would require an empty surface at almost all times. The difference between the profile and the steady line $c_bx/\delta$ would then obey the diffusion equation with zero values at both ends. Such a difference decays, and a decaying function can be periodic only if it is zero. The current would then be steady. A truly pulsed periodic current therefore has an average strictly below $j_L$.

## What start-up can add

The first pulses are not yet periodic. They can use ions that were in the layer before plating began, and this can raise an early average above $j_L$. The gain is finite.

Start from $c=c_b$ throughout the layer, for which $M(0)=c_b\delta/2$. Compare the later profile with the limiting line by forming $d=c-c_bx/\delta$. This difference obeys the diffusion equation. It is non-negative at the start, equals $c(0,t)\ge0$ at the cathode and is zero at $x=\delta$. Diffusion creates no new minimum inside the layer, so $d\ge0$ at all later times. Hence

$$
M(t)\ge\int_0^\delta\left(1-\frac{x}{\delta}\right)\frac{c_bx}{\delta}\,dx
=c_b\delta\left(\frac12-\frac13\right)=\frac{c_b\delta}{6}.
$$

Integrating the store balance and using $j_{\rm sup}\le j_L$ gives

$$
\int_0^t(j-j_L)\,dt'\le z[M(0)-M(t)]\le\frac{zc_b\delta}{3}.
$$

The bound is approached if the surface is held empty, since then $j_{\rm sup}=j_L$ and the profile relaxes to the limiting line. Dividing by $t$, and using $zc_b\delta/(3j_L)=\delta^2/(3D)$, shows that the average since start-up is at most $j_L[1+\delta^2/(3Dt)]$. The start-up advantage fades as $1/t$ or faster.

## How large a rectangular pulse can be

Let the current be $j_p$ for a time $t_{\rm on}=\theta T$ and zero for the rest of the period $T$. The repeatable maximum is reached when the surface concentration just falls to zero.

Write the depletion as $u=c_b-c$. Then $u(\delta,t)=0$ and $\partial u/\partial x=-j/(zD)$ at the cathode. Suitable modes are

$$
\phi_n=\cos(\lambda_nx),\qquad \lambda_n=\frac{(n-\tfrac12)\pi}{\delta},\qquad n=1,2,\ldots,
$$

because $\phi_n(\delta)=0$ and $\phi_n'(0)=0$. Define $a_n=\int_0^\delta u\phi_n\,dx$. Two integrations by parts give

$$
\frac{da_n}{dt}
=D\left[\frac{\partial u}{\partial x}\phi_n-u\phi_n'\right]_0^\delta
-D\lambda_n^2a_n
=\frac{j}{z}-k_na_n,\qquad k_n=D\lambda_n^2 .
$$

The bracket vanishes at $\delta$. Its lower end contributes $-D\,\partial u/\partial x|_0=j/z$.

During the pulse $a_n$ relaxes towards $A_n=j_p/(zk_n)$. During the pause it decays by the factor $e^{-k_n(T-t_{\rm on})}$. If $a_n^*$ is its value at the end of a pulse, periodicity requires

$$
a_n^*=A_n\left(1-e^{-k_nt_{\rm on}}\right)+a_n^*e^{-k_nT},
$$

and therefore

$$
a_n^*=\frac{j_p}{zk_n}f_n,\qquad
f_n=\frac{1-e^{-k_nt_{\rm on}}}{1-e^{-k_nT}} .
$$

Since $f_n<1$, each $a_n$ stays below $A_n$. It rises throughout the pulse and falls throughout the pause, so the surface is most depleted at the end of the pulse.

The modes are orthogonal with $\int_0^\delta\phi_n^2dx=\delta/2$, so $u(0,t)=(2/\delta)\sum_na_n$. At the end of the pulse

$$
u(0,t_{\rm on})=\frac{2j_p}{z\delta}\sum_n\frac{f_n}{k_n}
=c_b\frac{j_p}{j_L}S,
$$

with

$$
S=\sum_{n=1}^{\infty}w_nf_n,\qquad
w_n=\frac{8}{(2n-1)^2\pi^2}.
$$

The surface is empty when $u(0,t_{\rm on})=c_b$, which gives $j_{\max}=j_L/S$.

The size of $S$ follows without evaluating the sum. For a constant current every $f_n$ is one, while the straight steady profile gives $u(0)=c_bj/j_L$; hence $\sum_nw_n=1$. Next, $1-e^{-y}$ is zero at $y=0$, increasing and strictly concave. For $y>0$ and $0<\theta<1$ it follows that

$$
\theta(1-e^{-y})<1-e^{-\theta y}<1-e^{-y}.
$$

Each $f_n$ thus lies between $\theta$ and 1, and so does their weighted mean $S$. This proves $j_L<j_{\max}<j_L/\theta$.

## Fast and slow pulses

For slow pulses, with $Dt_{\rm on}\gg\delta^2$, all $f_n$ approach 1. The store is spent early in the pulse, and the rest of the pulse must live on steady supply. Then $j_{\max}\to j_L$ and the average tends to $\theta j_L$.

For fast pulses, set $\varepsilon=\sqrt{DT}/\delta\ll1$ and $q_n=(n-\tfrac12)\pi\varepsilon$. Then $k_nT=q_n^2$ and $w_n=2\varepsilon^2/q_n^2$. Since the weights add to one,

$$
S-\theta=\sum_nw_n(f_n-\theta)
=\frac{2\varepsilon}{\pi}\sum_n\pi\varepsilon\,\frac{f_n-\theta}{q_n^2}.
$$

The points $q_n$ are the midpoints of intervals of width $\pi\varepsilon$. Replacing the sum by an integral gives

$$
S\simeq\theta+G\varepsilon,\qquad
G=\frac2\pi\int_0^\infty
\left(\frac{1-e^{-\theta q^2}}{1-e^{-q^2}}-\theta\right)\frac{dq}{q^2}.
$$

The integrand tends to $\theta(1-\theta)/2$ at small $q$ and falls as $(1-\theta)/q^2$ at large $q$, so the integral is finite. In terms of a pulsating thickness $\delta_p=G\sqrt{DT}$,

$$
j_{\max}\simeq\frac{zDc_b}{\theta\delta+\delta_p}.
$$

The term $\theta\delta$ represents the depletion caused by the average current across the whole layer. The term $\delta_p$ represents the extra depletion at the end of a pulse, confined near the cathode. As $T\to0$ at fixed $\theta$, the second term disappears and the average approaches $j_L$ from below.

## A worked cycle

Take the round model values $z=2$, $D=10^{11}$ Å$^2$/s, $c_b=6\times10^{-5}$ Å$^{-3}$ and $\delta=5\times10^5$ Å. Currents are given in elementary charges, $e$, per Å$^2$ per second. The steady limit is

$$
j_L=\frac{2\times10^{11}\times6\times10^{-5}}{5\times10^5}
=24.0\ e\,\text{Å}^{-2}\text{s}^{-1},
$$

or 38.5 mA/cm$^2$. Let $T=0.1$ s and $\theta=0.2$, so the current is on for 0.02 s and off for 0.08 s. The mode sum is $S=0.265$, and

$$
j_{\max}=\frac{24.0}{0.26516}=90.5\ e\,\text{Å}^{-2}\text{s}^{-1},
\qquad
\langle j\rangle=0.2\times90.5=18.1\ e\,\text{Å}^{-2}\text{s}^{-1}.
$$

These are 145 and 29.0 mA/cm$^2$. The pulse runs at 3.77 times the steady limit and the average at 0.754 times it. The mean surface concentration is 0.246 of the bulk value, and $1-0.246=0.754$, as the average law requires.

The charge balance shows where the excess comes from. Each pulse deposits $90.5\times0.02=1.810\ e$/Å$^2$. In the weighted balance, 0.424 of this is the integral of $j_{\rm sup}$ over the pulse and 1.386 is the fall in $zM$, about 77% of the total. Another choice of weight would divide the charge somewhat differently. The pause returns the same 1.386. The supply averages $0.424/0.02=21.2\ e\,$Å$^{-2}$s$^{-1}$ in the pulse and $1.386/0.08=17.3$ in the pause. Both are below 24.0. The pause is the slower of the two because the recovering surface is on average less depleted, which reduces $j_{\rm sup}$.

The fast-pulse formula has $G=0.326$ and $\delta_p=3.26\times10^4$ Å, compared with $\theta\delta=1.0\times10^5$ Å. Here $\varepsilon=0.2$, and its value of $S$ differs from the full sum by less than $10^{-9}$. Changing the period at fixed $\theta=0.2$ shows both limits:

| $T$ (s) | $j_{\max}/j_L$ | $\langle j\rangle/j_L$ |
|---:|---:|---:|
| 0.01 | 4.53 | 0.907 |
| 0.1 | 3.77 | 0.754 |
| 1 | 2.47 | 0.493 |
| 10 | 1.13 | 0.225 |
| 100 | 1.00 | 0.200 |

The diffusion time of the layer is $\delta^2/D=2.5$ s, but at $T=1$ s the average has already made more than half of its fall from 1 to 0.2. A shorter period raises both the permitted pulse and its average, but they remain below 5 and 1 respectively, in units of $j_L$.

These results were tested against a direct numerical solution of the diffusion equation, marched from a uniform layer to its periodic state. At the predicted $j_{\max}$ of the worked cycle the computed surface concentration at pulse end was zero to within $10^{-4}$ of $c_b$. For every period in the table it was zero to within $2\times10^{-3}$ of $c_b$. A separate waveform with current reversal also satisfied the average law. With the surface held empty from the start, the calculation gave a start-up surplus of 20.0 $e$/Å$^2$, in agreement with the upper bound $zc_b\delta/3$. That surplus equals 0.83 s of plating at the limiting current, and it is gained once.

## Pulses set by potential

Suppose instead that the potential empties the surface at once and holds it empty throughout each pulse. If the concentration there was $c_s$ just before switching, then at short times the nearby solution is

$$
c\simeq c_s\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right),
\qquad
j\simeq zc_s\sqrt{\frac{D}{\pi t}},
$$

where $t$ is counted from the switch and the current follows from the slope at $x=0$. In this ideal model the initial current has no upper bound, although its charge is finite because $t^{-1/2}$ can be integrated from zero. A real cell has resistance and a finite reaction rate, which cap the current.

Even this divergence does not lift the average above $j_L$. With the same timing as above and no current in the pause, the current averages $4.09j_L$ over the pulse and $0.818j_L$ over the period. The average is higher than for constant-current pulses because the mean surface concentration is lower, 0.182 instead of 0.246 of the bulk value.

## Where the bound stops applying

The bound refers to metal deposition. If rectangular pulses above $j_{\max}$ are forced through the cell again and again, the surface is eventually exhausted before each pulse ends, and another reaction must carry the remainder. The total current may then average more than $j_L$ while the metal current does not. Charging of the double layer can distort the pulse, but in a periodic state that charge is returned and adds nothing to the mean.

The derivation assumes a layer that does not change with time. If the pulses stir the solution, for instance through gas bubbles, or if the flow is modulated with them, $\delta$ is no longer constant and the store balance acquires new terms. An average above the limit of the unstirred layer would then be possible, with the gain coming from better transport. Appreciable migration would likewise change the supply. Within a fixed diffusion layer, pulsing changes when the ions are deposited, and the mean surface concentration sets how many arrive per period.

## Table of computed values

```
ion charge number z: 2
diffusion coefficient D: 1.000e+11 angstrom^2/s
bulk concentration: 6.000e-05 angstrom^-3
layer thickness delta: 5.000e+05 angstrom
period T: 0.100 s; duty theta: 0.200
on time: 0.020 s; off time: 0.080 s
layer diffusion time delta^2/D: 2.500 s
steady limiting current: 24.000 e/(angstrom^2 s)
mode sum S: 0.26516
maximum pulse current: 90.512 e/(angstrom^2 s)
mean current at that maximum: 18.102 e/(angstrom^2 s)
converted limiting current: 38.45 mA/cm^2
converted pulse current: 145.02 mA/cm^2
converted mean current: 29.00 mA/cm^2
pulse/limit: 3.7713; mean/limit: 0.7543
surface concentration, pulse start: 2.150e-05 angstrom^-3
simulated surface/bulk at pulse end: 6.6e-05
mean surface concentration: 1.474e-05 angstrom^-3
mean surface/bulk: 0.2457
mean current from surface law/limit: 0.7543
largest mean-profile deviation/bulk: 3.6e-05
charge deposited per pulse: 1.8102 e/angstrom^2
supply during pulse: 0.4242 e/angstrom^2
store drained during pulse: 1.3860 e/angstrom^2
store refilled during pause: 1.3860 e/angstrom^2
ripple coefficient G: 0.32579
pulsating thickness: 3.258e+04 angstrom
fast-pulse S: 0.26516; error: 6.8e-10
T = 0.01 s: pulse/limit 4.5330, mean/limit 0.9066
T = 0.1 s: pulse/limit 3.7713, mean/limit 0.7543
T = 1 s: pulse/limit 2.4665, mean/limit 0.4933
T = 10 s: pulse/limit 1.1268, mean/limit 0.2254
T = 100 s: pulse/limit 1.0000, mean/limit 0.2000
reversal train mean/limit: imposed 0.6500, surface law 0.6500
potential pulses mean/limit: 0.8179, surface law 0.8179
potential pulses on-time mean/limit: 4.0896
start-up surplus: simulated 20.0003, formula 20.0000 e/angstrom^2
surplus/limiting current: 0.8333 s
```
